\section*{Trap occupation under fast periodic gate stress, part 1}

(Sections cited here and not found follow in the second part.)

\section{The settled cycle and its fast limit}

Traps that fill while a gate is on and empty while it is off can settle at 62.5 per cent full although the gate is on for 25 per cent of the time. The example behind this number has a capture rate of $10^{-3}\,\mathrm{s^{-1}}$ with the gate on, an emission rate of $2\times10^{-4}\,\mathrm{s^{-1}}$ with the gate off, and a gate that switches at 60 Hz. During one on-pulse an empty trap has a chance of about four in a million of catching an electron. The occupation is therefore not decided within any single pulse. It is the outcome of a slow balance between gains and losses, each spread over a great many cycles.

Consider the electron traps at or close to the interface between the channel and the gate insulator of an n-type thin-film transistor. Let $f(t)$ be the probability that a trap is filled at time $t$. If the traps are alike, independent and numerous, $f$ is also the filled fraction. The gate voltage has period $T$. It is on for a time $DT$, where $D$ is the duty cycle, with $0<D<1$, and off for the remaining time $(1-D)T$. Each cycle is counted from the moment the gate turns on. Times are in seconds and rates in inverse seconds.

Three assumptions define the model. While the gate is on, an empty trap captures an electron with probability $c$ per unit time, and a filled trap keeps its electron. While the gate is off, a filled trap emits with probability $e$ per unit time, and an empty trap stays empty. Both rates are positive, are constant within their phase and do not depend on how many other traps are filled. The rate $c$ already contains the density of electrons in the channel and the difficulty of reaching the trap, so it belongs to one particular on-voltage. Likewise $e$ belongs to one particular off-voltage. The symbol $e$ stands for this rate throughout; exponentials are written $\exp$, and the elementary charge will be $q$.

Capture acts on the empty fraction $1-f$ and emission on the filled fraction $f$, so that
\begin{equation}
\frac{df}{dt}=c\,(1-f)\quad\text{(on)},\qquad
\frac{df}{dt}=-e\,f\quad\text{(off)}.
\label{eq:rates}
\end{equation}
In the on phase the empty fraction obeys $d(1-f)/dt=-c(1-f)$, a plain exponential decay. If the $n$-th cycle begins with occupation $f_n$, then at a time $t$ after the gate turns on
\begin{equation}
1-f=(1-f_n)\exp(-ct).
\label{eq:on}
\end{equation}
In the off phase the filled fraction itself decays. If it starts from $f_{\rm top}$, then at a time $t'$ after the gate turns off
\begin{equation}
f=f_{\rm top}\exp(-et').
\label{eq:off}
\end{equation}

Two dimensionless numbers measure how much can happen in each phase, and two factors give what survives it:
\begin{equation}
x=cDT,\qquad y=e(1-D)T,\qquad A=\exp(-x),\qquad B=\exp(-y).
\label{eq:xy}
\end{equation}
Here $A$ is the probability that an empty trap stays empty through an on-pulse, and $B$ is the probability that a filled trap stays filled through an off-interval. Setting $t=DT$ in (\ref{eq:on}) gives $f_{\rm top}=1-A(1-f_n)=1-A+Af_n$. The off phase multiplies this by $B$, and the next cycle begins with
\begin{equation}
f_{n+1}=B(1-A)+AB\,f_n .
\label{eq:map}
\end{equation}
The first term is the occupation that one cycle would leave behind if it began with all traps empty. The second carries over the memory of the previous state.

A settled cycle repeats itself, so its starting value, which is also its lowest value, satisfies $f_{\min}=B(1-A)+ABf_{\min}$. Solving for it gives
\begin{equation}
f_{\min}=\frac{B(1-A)}{1-AB}.
\label{eq:min}
\end{equation}
Subtracting the equation for $f_{\min}$ from (\ref{eq:map}) removes the constant term and leaves
\begin{equation}
f_{n+1}-f_{\min}=AB\,(f_n-f_{\min}).
\label{eq:dev}
\end{equation}
The factor $AB$ is $\exp[-(x+y)]$. By (\ref{eq:xy}),
\begin{equation}
x+y=ST,\qquad S=Dc+(1-D)e,
\label{eq:S}
\end{equation}
so a deviation from the settled cycle shrinks by $\exp(-ST)$ in every cycle. No approximation has been made, and the result holds for slow switching as well as fast. Since $AB<1$, every initial occupation leads to the same settled cycle.

The highest value is reached when the gate turns off. The off phase reduces it by the factor $B$ to $f_{\min}$, hence
\begin{equation}
f_{\max}=\frac{f_{\min}}{B}=\frac{1-A}{1-AB}.
\label{eq:max}
\end{equation}
The difference between the two extremes is the ripple,
\begin{equation}
R=f_{\max}-f_{\min}=\frac{(1-A)(1-B)}{1-AB}.
\label{eq:ripple}
\end{equation}

The mean occupation $\bar f$ over a settled cycle follows from the rate equations without a second use of their solutions. The ripple is the amount gained in the on phase and also the amount lost in the off phase. Integrating each half of (\ref{eq:rates}) over its own phase therefore gives
\begin{equation}
R=c\int_{\rm on}(1-f)\,dt,\qquad R=e\int_{\rm off}f\,dt .
\label{eq:integrals}
\end{equation}
The first relation says that $\int_{\rm on}f\,dt=DT-R/c$, because the on phase lasts $DT$. The second says that $\int_{\rm off}f\,dt=R/e$. Adding the two and dividing by $T$ yields
\begin{equation}
\bar f=D+\frac{R}{T}\left(\frac1e-\frac1c\right).
\label{eq:mean}
\end{equation}
This holds at any period.

Now let switching be much faster than trapping, which means $x\ll1$ and $y\ll1$. To first order $1-A\simeq x$, $1-B\simeq y$ and $1-AB\simeq x+y$. Both extremes, (\ref{eq:min}) and (\ref{eq:max}), then tend to the same value, in which the period cancels:
\begin{equation}
F=\frac{x}{x+y}=\frac{Dc}{Dc+(1-D)e}.
\label{eq:F}
\end{equation}
This is the fast-switching occupation. The ripple tends to
\begin{equation}
R_0=\frac{xy}{x+y}=\frac{ce\,D(1-D)\,T}{S},
\label{eq:R0}
\end{equation}
which vanishes in proportion to $T$.

The meaning of (\ref{eq:F}) is a balance of flows. Within one short cycle the occupation hardly moves, so the gain per cycle is $cDT(1-F)$ and the loss is $e(1-D)TF$. Equating them and dividing by $T$ gives $Dc(1-F)=(1-D)eF$, which is (\ref{eq:F}) again. In the example $Dc=2.5\times10^{-4}\,\mathrm{s^{-1}}$ and $(1-D)e=1.5\times10^{-4}\,\mathrm{s^{-1}}$, so that
\begin{equation}
F=\frac{2.5}{2.5+1.5}=0.625 .
\label{eq:Fnum}
\end{equation}
The gate is off three times as long as it is on, but capture is five times as fast as emission, and the second ratio outweighs the first. Direct numerical integration of (\ref{eq:rates}) at 60 Hz gives a settled mean of 0.625000, and (\ref{eq:ripple}) gives a ripple of $1.56\times10^{-6}$.

For $F$ to give both the filled and the empty fraction with a small relative error throughout the cycle, $x$ and $y$ must both be small. Suppose that capture is slow, $x\ll1$, but that the off phase is long enough to empty the traps, $y\gg1$. Then $B\simeq0$, and the occupation rises from nearly zero to about $x$ in each pulse and falls back again. There is no single occupation for a formula such as (\ref{eq:F}) to describe. In the opposite case, $x\gg1$ and $y\ll1$, the traps stay nearly full, between about $1-y$ and 1, and $F$ lies in that range; it is then the small empty fraction that swings within each cycle.

How fast the switching has to be can be stated with a bound. First compare $F$ with $D$:
\begin{equation}
F-D=\frac{Dc-D[Dc+(1-D)e]}{S}=\frac{D(1-D)(c-e)}{S}.
\label{eq:FD}
\end{equation}
If $R$ in (\ref{eq:mean}) is replaced by $R_0$, the second term becomes
\begin{equation}
\frac{R_0}{T}\,\frac{c-e}{ce}=\frac{D(1-D)(c-e)}{S}=F-D .
\label{eq:same}
\end{equation}
The true mean therefore has the form
\begin{equation}
\bar f=D+(F-D)\,g,\qquad g=\frac{R}{R_0},
\label{eq:g}
\end{equation}
and the whole effect of a finite period on the mean sits in the factor $g$.

To bound $g$, put $u=x/2$ and $v=y/2$. Since $1-\exp(-x)=2\exp(-u)\sinh u$, and similarly for the other two factors in (\ref{eq:ripple}), the exponentials cancel and
\begin{equation}
R=\frac{2\sinh u\,\sinh v}{\sinh(u+v)}=\frac{2}{\coth u+\coth v}.
\label{eq:coth}
\end{equation}
The last step uses $\sinh(u+v)=\sinh u\cosh v+\cosh u\sinh v$, divided by $\sinh u\sinh v$. In the same variables $R_0=2uv/(u+v)=2/(1/u+1/v)$, so
\begin{equation}
g=\frac{1/u+1/v}{\coth u+\coth v}.
\label{eq:gcoth}
\end{equation}

What is needed is an estimate of the hyperbolic cotangent, namely
\begin{equation}
\frac1u<\coth u<\frac1u+\frac u3\qquad(u>0).
\label{eq:cothbound}
\end{equation}
Multiplied by $u\sinh u$, and with $\sinh u$ then subtracted, it reads $0<u\cosh u-\sinh u<\tfrac13u^2\sinh u$. In the power series of the middle expression the coefficient of $u^{2n+1}$ is
\begin{equation}
\frac1{(2n)!}-\frac1{(2n+1)!}=\frac{2n}{(2n+1)!},
\label{eq:coef}
\end{equation}
which is zero for $n=0$ and positive for $n\ge1$. This proves the left inequality. On the right-hand side the coefficient of the same power is zero for $n=0$, and for $n\ge1$ it is
\begin{equation}
\frac{1}{3\,(2n-1)!}=\frac{2n}{(2n+1)!}\,\frac{2n+1}{3}.
\label{eq:coef2}
\end{equation}
The extra factor $(2n+1)/3$ equals one for $n=1$ and exceeds one for $n\ge2$, which proves the right inequality.

The left inequality makes the denominator of (\ref{eq:gcoth}) larger than the numerator, so $g<1$. The right inequality makes the denominator smaller than $(1/u+1/v)+(u+v)/3$. Dividing by $1/u+1/v=(u+v)/(uv)$ turns the added term into $uv/3=xy/12$, and hence
\begin{equation}
\frac{1}{1+xy/12}<g<1 .
\label{eq:bound}
\end{equation}
It follows that $1-g<xy/12$. For $c\neq e$ the distance of the true mean from $F$ is therefore smaller than $xy/12$ times $|F-D|$; for $c=e$ both are zero. Because $\coth u=1/u+u/3+O(u^3)$, the leading error is in fact
\begin{equation}
\bar f-F\simeq-\frac{xy}{12}\,(F-D).
\label{eq:err}
\end{equation}
It is of second order in the period, whereas the ripple is of first order. At 60 Hz, with $x=4.17\times10^{-6}$ and $y=2.50\times10^{-6}$, the factor $xy/12$ is $8.7\times10^{-13}$.

The example can be followed towards slow switching, with $c$, $e$ and $D$ held fixed. At a period of 100 s the occupation moves between 0.6203 and 0.6297, and its mean is still 0.6250. At 1000 s the extremes are 0.5775 and 0.6710, yet the mean has dropped only to 0.6238. Equation (\ref{eq:err}) accounts for this: $x=0.25$ and $y=0.15$ give a change of $-0.0031\times0.375=-0.0012$. At $10^4$ s the mean is 0.5406. At $10^5$ s the traps fill and empty almost completely in each cycle, and the mean is 0.2900. There $R\simeq1$, and (\ref{eq:mean}) gives $0.25+(5000-1000)/10^5=0.29$. For still longer periods the mean tends to $D$, since the traps then follow the gate. Equal rates are a special case: for $c=e$, (\ref{eq:mean}) gives $\bar f=D$ at every period, and the mean then carries no sign of whether the switching is fast.

Every initial occupation leads to the same settled cycle, and when $x$ and $y$ are both small the occupation stays close to $F$ throughout that cycle, with a mean that differs from $F$ by at most $xy/12$ times $|F-D|$. It remains to find how long the settling takes, what threshold shift the filled traps cause, and how the result changes when the assumptions of the model are relaxed.

All numerical values are calculated from the stated model.
